# Inferring a domain-wall creep barrier from two velocities: a program that tests the result

```python
"""
Domain-wall creep: barrier inferred from two velocities at one temperature.
Result under test: if v = v0 exp(-B), B = C * H**(-1/4), v0 constant, then
    B(H1) = ln(R) / (1 - (H1/H2)**(1/4)),   R = v(H2)/v(H1).
H  : applied field mu0*H in mT        B : barrier divided by kT
v0 : velocity prefactor in m/s        Hd: depinning field in mT
Also tested: origin of the exponent 1/4 (line in random pinning), and the
fact that velocities do not fix a field-independent part of the barrier.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e, c as c_light
from scipy.optimize import brentq, minimize_scalar

H1, H2, H3 = 16.0, 81.0, 36.0      # mT
v1, v2 = 1e-4, 1.0                 # m/s
T = 300.0                          # K
Hd = 100.0                         # mT, rough depinning field
R = v2 / v1
lnR = np.log(R)


def barrier_formula(ln_ratio, low, high, mu=0.25):
    return ln_ratio / (1.0 - (low / high) ** mu)


B1 = barrier_formula(lnR, H1, H2)
B2 = B1 * (H1 / H2) ** 0.25
C = B1 * H1 ** 0.25

# --- Lowest-energy directed line on a lattice with random site energies.
# Site energy = -(exponential random number), so the best line maximizes a sum.
rng = np.random.default_rng(7)
samples = 3000
lengths = [32, 64, 128, 256]
wander, energy_spread = [], []
best = rng.standard_exponential((samples, 1), dtype=np.float32)
for length in range(2, lengths[-1] + 1):
    new = np.empty((samples, length), dtype=np.float32)
    new[:, 0] = best[:, 0]
    new[:, -1] = best[:, -1]
    if length > 2:
        new[:, 1:-1] = np.maximum(best[:, 1:], best[:, :-1])
    new += rng.standard_exponential((samples, length), dtype=np.float32)
    best = new
    if length in lengths:
        end = best.argmax(axis=1) - 0.5 * (length - 1)
        wander.append(np.sqrt(np.mean(end ** 2)))
        energy_spread.append(np.std(best.max(axis=1).astype(float)))
zeta = np.polyfit(np.log(lengths), np.log(wander), 1)[0]
theta = np.polyfit(np.log(lengths), np.log(energy_spread), 1)[0]
# Tolerance covers sampling noise (about 0.01) and finite-length corrections.
assert abs(zeta - 2 / 3) < 0.05
assert abs(theta - 1 / 3) < 0.05


# --- Barrier by direct maximization of the nucleus energy (in kT).
def nucleus(strength, field):
    def minus_energy(log_len):
        size = np.exp(log_len)
        return -(strength * size ** (1 / 3) - field * size ** (5 / 3))
    res = minimize_scalar(minus_energy, bounds=(-12, 6), method="bounded",
                          options={"xatol": 1e-10, "maxiter": 1000})
    return -res.fun, np.exp(res.x)


strength = brentq(lambda a: nucleus(a, H1)[0] - nucleus(a, H2)[0] - lnR,
                  1.0, 1000.0)
B1_num, L1 = nucleus(strength, H1)
B2_num, L2 = nucleus(strength, H2)
assert abs(B1_num - B1) < 1e-5
assert abs(B2_num - B2) < 1e-5
assert abs(L1 / L2 - (H2 / H1) ** 0.75) < 1e-4
assert abs(B1_num - 0.8 * strength * L1 ** (1 / 3)) < 1e-4
width_ratio = (L1 / L2) ** (2 / 3)
assert abs(width_ratio - (H2 / H1) ** 0.5) < 1e-4


# --- Barrier that vanishes at Hd: solve its scale from the velocity ratio.
def bounded_barrier(scale, field, h_dep):
    return scale * ((h_dep / field) ** 0.25 - 1.0)


def solve_bounded(h_dep):
    return brentq(lambda s: bounded_barrier(s, H1, h_dep)
                  - bounded_barrier(s, H2, h_dep) - lnR, 0.1, 500.0)


scale = solve_bounded(Hd)
b1 = bounded_barrier(scale, H1, Hd)
b2 = bounded_barrier(scale, H2, Hd)
v_dep = v1 * np.exp(b1)
assert abs(b1 - (B1 - C * Hd ** -0.25)) < 1e-8
# Velocities made with the bounded barrier, analysed by a straight-line fit.
fields = np.linspace(H1, H2, 9)
log_v = np.log(v_dep) - bounded_barrier(scale, fields, Hd)
slope, intercept = np.polyfit(fields ** -0.25, log_v, 1)
assert abs(-slope * H1 ** -0.25 - B1) < 1e-7
v0 = v1 * np.exp(B1)
assert abs(intercept - np.log(v0)) < 1e-7
b1_150 = bounded_barrier(solve_bounded(150.0), H1, 150.0)


# --- Other neglected effects: solve the full velocity ratio numerically.
def barrier_solved(ln_ratio, low, high, mu=0.25, p=0.0):
    def mismatch(coef):
        log_low = p * np.log(low) - coef * low ** -mu
        log_high = p * np.log(high) - coef * high ** -mu
        return log_high - log_low - ln_ratio
    return brentq(mismatch, 0.0, 1e4) * low ** -mu


B_width = barrier_solved(lnR, H1, H2, p=-0.5)
expected = (lnR + 0.5 * np.log(H2 / H1)) / (1 - (H1 / H2) ** 0.25)
assert abs(B_width - expected) < 1e-7
B_mu20 = barrier_solved(lnR, H1, H2, mu=0.20)
B_mu30 = barrier_solved(lnR, H1, H2, mu=0.30)
B_mu1 = barrier_solved(lnR, H1, H2, mu=1.0)
B_offset = barrier_solved(lnR, H1 + 1, H2 + 1)
B_double = barrier_solved(lnR + np.log(2), H1, H2)
assert B_mu20 > B1 > B_mu30 > B_mu1

# --- Third velocity as a test of the exponent.
B3 = C * H3 ** -0.25
v3 = v1 * np.exp(B1 - B3)
v3_mu1 = v1 * np.exp(B_mu1 * (1 - H1 / H3))
assert v3_mu1 / v3 > 2
kT = k_B * T / q_e

print(f"Fields H1, H2: {H1:.0f}, {H2:.0f} mT")
print(f"Velocities at H1, H2: {v1:.1e}, {v2:.1e} m/s")
print(f"Velocity ratio R: {R:.0f}; ln R: {lnR:.4f}")
print(f"Fourth roots of H1, H2: {H1**0.25:.4f}, {H2**0.25:.4f} mT^(1/4)")
print(f"Barrier ratio B(H2)/B(H1): {B2/B1:.4f}")
print(f"Creep constant C: {C:.2f} mT^(1/4)")
print(f"Barrier at 16 mT, formula: {B1:.3f} kT")
print(f"Barrier at 16 mT, maximized nucleus energy: {B1_num:.3f} kT")
print(f"Barrier at 81 mT: {B2:.3f} kT")
print(f"Temperature: {T:.0f} K; kT: {1000*kT:.2f} meV")
print(f"Barrier at 16 mT: {B1*kT:.3f} eV; at 81 mT: {B2*kT:.3f} eV")
print(f"Lattice line, samples: {samples}; lengths: {lengths} sites")
print(f"Lattice line, wandering exponent: {zeta:.3f} (theory {2/3:.3f})")
print(f"Lattice line, energy exponent: {theta:.3f} (theory {1/3:.3f})")
print(f"Nucleus length ratio, 16 to 81 mT: {L1/L2:.3f}")
print(f"Nucleus width ratio, 16 to 81 mT: {width_ratio:.3f}")
print(f"Prefactor v0, power-law convention: {v0:.2e} m/s")
print(f"v0 divided by speed of light: {v0/c_light:.2f}")
print(f"Depinning field, rough: {Hd:.0f} mT")
print(f"Constant part removed, C*Hd^(-1/4): {scale:.2f} kT")
print(f"Barrier vanishing at Hd, at 16 mT: {b1:.2f} kT = {b1*kT:.3f} eV")
print(f"Barrier vanishing at Hd, at 81 mT: {b2:.2f} kT")
print(f"Prefactor in that convention, v(Hd): {v_dep:.2f} m/s")
print(f"Same barrier at 16 mT if Hd = 150 mT: {b1_150:.2f} kT")
print("Power-law barrier at 16 mT under changed assumptions:")
print(f"  prefactor proportional to H^(-1/2): {B_width:.2f} kT")
print(f"  exponent 0.20: {B_mu20:.2f} kT; exponent 0.30: {B_mu30:.2f} kT")
print(f"  exponent 1: {B_mu1:.2f} kT")
print(f"  both fields 1 mT higher: {B_offset:.2f} kT")
print(f"  velocity ratio doubled: {B_double:.2f} kT")
print(f"Third field: {H3:.0f} mT; barrier there: {B3:.2f} kT")
print(f"Velocity at 36 mT, exponent 1/4: {v3:.4f} m/s")
print(f"Velocity at 36 mT, exponent 1: {v3_mu1:.4f} m/s")
print("OK")
```

Printed output:

```
Fields H1, H2: 16, 81 mT
Velocities at H1, H2: 1.0e-04, 1.0e+00 m/s
Velocity ratio R: 10000; ln R: 9.2103
Fourth roots of H1, H2: 2.0000, 3.0000 mT^(1/4)
Barrier ratio B(H2)/B(H1): 0.6667
Creep constant C: 55.26 mT^(1/4)
Barrier at 16 mT, formula: 27.631 kT
Barrier at 16 mT, maximized nucleus energy: 27.631 kT
Barrier at 81 mT: 18.421 kT
Temperature: 300 K; kT: 25.85 meV
Barrier at 16 mT: 0.714 eV; at 81 mT: 0.476 eV
Lattice line, samples: 3000; lengths: [32, 64, 128, 256] sites
Lattice line, wandering exponent: 0.687 (theory 0.667)
Lattice line, energy exponent: 0.352 (theory 0.333)
Nucleus length ratio, 16 to 81 mT: 3.375
Nucleus width ratio, 16 to 81 mT: 2.250
Prefactor v0, power-law convention: 1.00e+08 m/s
v0 divided by speed of light: 0.33
Depinning field, rough: 100 mT
Constant part removed, C*Hd^(-1/4): 17.48 kT
Barrier vanishing at Hd, at 16 mT: 10.16 kT = 0.263 eV
Barrier vanishing at Hd, at 81 mT: 0.95 kT
Prefactor in that convention, v(Hd): 2.57 m/s
Same barrier at 16 mT if Hd = 150 mT: 11.84 kT
Power-law barrier at 16 mT under changed assumptions:
  prefactor proportional to H^(-1/2): 30.06 kT
  exponent 0.20: 33.25 kT; exponent 0.30: 23.91 kT
  exponent 1: 11.48 kT
  both fields 1 mT higher: 28.32 kT
  velocity ratio doubled: 29.71 kT
Third field: 36 mT; barrier there: 22.56 kT
Velocity at 36 mT, exponent 1/4: 0.0159 m/s
Velocity at 36 mT, exponent 1: 0.0588 m/s
OK
```
